\section*{Gate-oxide thickness and charging damage at fixed imposed current}

\section*{What is held fixed}

\textbf{Q.} A thinner gate oxide always suffers more charging damage in a plasma. The same voltage across fewer nanometres means a higher field and far more tunnelling. What is there to discuss?

\textbf{A.} The words ``the same voltage''. With the voltage held fixed, your conclusion about the current is right. But a conductor exposed to a plasma collects charge, and the gate oxide beneath it must pass what is collected. In the simplest description the plasma imposes a current density $J$, and the oxide voltage $V$ adjusts until tunnelling carries it. Let us compare films of different thickness $d$ at the same $J$, gate area and exposure time.

\textbf{Q.} Then I need the relation between $J$, $V$ and $d$. What model do you use?

\textbf{A.} Take a positively charged gate, so that electrons tunnel from the substrate (cathode) to the gate (anode), and count $V$ positive. Both electrodes are alike, at zero temperature, with electrons filling a band to a depth $z$ below the Fermi level. The oxide barrier stands $\phi$ above the cathode Fermi level and falls linearly across the film; there is no trapped charge. Tunnelling is elastic and conserves transverse momentum. We also take the transverse kinetic energy $E_\perp$ to be the same in the oxide as in the electrodes. For an electrode mass $m_e$ and an oxide mass $m_{\rm ox}$, this neglects a term $E_\perp(m_e/m_{\rm ox}-1)$ in the barrier. Energies are in eV, so $V$ also denotes the number of eV in $qV$.

Consider an electron whose normal energy lies $u$ below the cathode Fermi level. It sees the barrier $B-Vx/d$, with $B=\phi+u$. We take a parabolic dispersion with one mass throughout the oxide gap. In the WKB approximation the transmission is $e^{-S}$. With $a=\sqrt{2m_{\rm ox}}/\hbar$ and $s=x/d$,
\begin{equation}
S=2ad\int_0^1\sqrt{\max(B-Vs,0)}\,ds .
\label{S}
\end{equation}
Substitute $y=B-Vs$, so $ds=-dy/V$. The lower end of the $y$ range is $\max(B-V,0)$, because the forbidden region ends where $y=0$ or at the anode, whichever comes first. Since $\int\sqrt y\,dy=\tfrac23y^{3/2}$,
\begin{equation}
S=\frac{4ad}{3V}\left[B^{3/2}-\max(B-V,0)^{3/2}\right].
\label{Sclosed}
\end{equation}
If $V<\phi$, an electron at the Fermi level tunnels through the whole film: direct tunnelling. If $V>\phi$, it emerges into the oxide conduction band before the anode: Fowler--Nordheim tunnelling.

\textbf{Q.} And the number of electrons that try?

\textbf{A.} Sum over wavevectors, with a factor 2 for spin:
\begin{equation}
J=\frac{2q}{(2\pi)^3}\int d^2k_\perp\,dk_x\,v_x\,e^{-S}(f_c-f_a),
\end{equation}
where $f_c$ and $f_a$ are the cathode and anode occupations at equal total energy. Use $v_x\,dk_x=dE_x/\hbar$ and, for electrode mass $m_e$, $d^2k_\perp=2\pi m_e\,dE_\perp/\hbar^2$. The prefactor becomes
\begin{equation}
\frac{2q}{8\pi^3}\,\frac{2\pi m_e}{\hbar^3}=\frac{q m_e}{2\pi^2\hbar^3}\equiv K .
\end{equation}
The total energy is $-u+E_\perp$. The cathode state is filled if $E_\perp<u$; the anode state is filled if $E_\perp<u-V$. The permitted range of $E_\perp$ therefore has length $u$ when $u<V$ and $V$ when $u>V$, which gives
\begin{equation}
J=K\int_0^z\min(u,V)\,e^{-S(u,V,d)}\,du .
\label{J}
\end{equation}

\section*{Voltage and field}

\textbf{Q.} So which way does the voltage move when I thin the film at fixed $J$?

\textbf{A.} At fixed $V$, equation (\ref{S}) makes $S$ proportional to $d$, so
\begin{equation}
\left(\frac{\partial J}{\partial d}\right)_V=-K\int_0^z\min(u,V)\,\frac{S}{d}\,e^{-S}\,du<0 .
\end{equation}
At fixed $d$, raising $V$ lowers the integrand of (\ref{S}) wherever it is positive, so $S$ falls, while $\min(u,V)$ does not decrease. Hence $(\partial J/\partial V)_d>0$. Setting $dJ=0$,
\begin{equation}
\frac{dV}{dd}=-\frac{(\partial J/\partial d)_V}{(\partial J/\partial V)_d}>0 .
\label{slope}
\end{equation}
The thinner film has the lower voltage. The first inequality is your argument at fixed voltage; the second shows how the voltage responds when the current is fixed.

\textbf{Q.} That proof never mentions direct tunnelling. Does it add anything?

\textbf{A.} It lowers the field as well. Write $F=V/d$. If $V\ge\phi+z$, every electron emerges before the anode and (\ref{Sclosed}) reduces to
\begin{equation}
S=\frac{4a}{3F}B^{3/2}.
\end{equation}
Also $\min(u,V)=u$. Thickness has disappeared: $J$ depends on $F$ alone, so a fixed $J$ fixes a field $F_*$, and $V=F_*d$. Thinning lowers the voltage in proportion, at constant field.

For $V<\phi+z$, hold $F$ fixed and thin the film. Where $B>V$, the anode cuts the forbidden region short, and
\begin{equation}
\left(\frac{\partial S}{\partial d}\right)_F=2a\sqrt{B-V}>0 .
\end{equation}
A thinner film would then carry more than the imposed current at the old field, so the field must fall. This settles the case $z\le V<\phi+z$.

For $V<z$ there is a competing effect: electrons with $u>V$ have supply $V=Fd$, which shrinks with $d$. The logarithmic derivative of their contribution at fixed $F$ is
\begin{equation}
\frac1d-2a\sqrt{\phi+u-V}<\frac1d-2a\sqrt\phi .
\end{equation}
It is negative if $2a\sqrt\phi\,d>1$. With the values used below this requires $d>1/(2\times3.32\times1.76)\approx0.09$ nm, which any real film satisfies.

\textbf{Q.} What happens if I keep thinning?

\textbf{A.} When $V\ll z$, nearly all electrons have $\min(u,V)=V$, and the barrier is almost flat, so $S\approx2ad\sqrt{\phi+u}$. Then
\begin{equation}
V\approx\frac{J}{K\int_0^z e^{-2ad\sqrt{\phi+u}}\,du}.
\end{equation}
The film is ohmic and its voltage falls roughly exponentially with decreasing thickness. Voltage drops in the electrodes, absent from this model, can then exceed the drop in the oxide.

\section*{Energy per electron}

\textbf{Q.} Lower voltage I accept. Where does the energy go?

\textbf{A.} Let an electron start with total energy $w$ below the cathode Fermi level. It reaches the anode side $V-w$ above the anode Fermi level and releases that energy as it relaxes. The vacancy it left is refilled from the cathode Fermi level, releasing $w$. The sum is
\begin{equation}
(V-w)+w=V,
\end{equation}
so each electron releases $qV$, and an exposure of duration $t$ releases $JVt$ per unit area.

For given $u$, the permitted values of $w=u-E_\perp$ fill the interval from 0 to $\min(u,V)$ uniformly. The integral of $w$ over that interval is $\min(u,V)^2/2$, so the mean cathode share is
\begin{equation}
\langle w\rangle=\frac{\int_0^z\tfrac12\min(u,V)^2e^{-S}du}{\int_0^z\min(u,V)e^{-S}du}.
\end{equation}

\textbf{Q.} How much of it can be deposited in the oxide itself?

\textbf{A.} An electron from the Fermi level that emerges into the conduction band has at most $V-\phi$ of kinetic energy at the anode interface. Scattering in that band can take no more than
\begin{equation}
W_{\rm ox}=\max(V-\phi,0).
\end{equation}
This is an upper limit, not a predicted loss. In direct tunnelling it is zero: the electron never enters the band, and its energy is released in the electrodes. Inelastic tunnelling through defects would be an exception, and it is outside the model.

\section*{Films from 8 to 1.8 nm}

\textbf{Q.} Put in numbers for a real gate stack.

\textbf{A.} Take rough values for silicon dioxide between heavily doped silicon electrodes: $\phi=3.1$ eV, $m_{\rm ox}=0.42\,m_0$, $z=0.2$ eV, and the free-electron mass $m_0$ for $m_e$. Then $a=3.320\ {\rm nm^{-1}eV^{-1/2}}$ and $K=1.618\times10^{10}\ {\rm A/(cm^2\,eV^2)}$. An ion current of 1 mA/cm$^2$, collected on a conductor 1000 times larger than the gate, imposes $J=1$ A/cm$^2$. The exposure lasts 1 s. Solving (\ref{J}) gives
\begin{center}
\begin{tabular}{ccccc}
$d$ (nm) & $V$ (V) & $F$ (MV/cm) & $W_{\rm ox}$ (eV) & $JVt$ (J/cm$^2$)\\
8.0 & 10.46 & 13.1 & 7.36 & 10.46\\
5.0 & 6.54 & 13.1 & 3.44 & 6.54\\
3.0 & 3.92 & 13.1 & 0.82 & 3.92\\
2.0 & 2.02 & 10.1 & 0 & 2.02\\
1.8 & 1.07 & 5.9 & 0 & 1.07
\end{tabular}
\end{center}
From 8 to 2 nm the thickness falls by a factor 4 and the energy per electron by $10.46/2.02=5.2$. The voltage equals the barrier at 2.39 nm. At 2 nm the constant-field rule would give 2.61 V; the solution is 2.02 V. Of this energy, 1.96 eV per electron is released on the anode side and 0.06 eV in the cathode.

\textbf{Q.} Can I check the 2 nm entry by hand?

\textbf{A.} Expand the action about the Fermi level, $S\approx S_0+cu$. Differentiating (\ref{Sclosed}) with respect to $u$ at $u=0$, for $V<\phi$,
\begin{equation}
c=\frac{2ad}{V}\left[\sqrt\phi-\sqrt{\phi-V}\right].
\end{equation}
For $V>z$ the supply is $u$, and integration by parts gives
\begin{align}
J&\approx Ke^{-S_0}\int_0^z u\,e^{-cu}\,du\nonumber\\
&=Ke^{-S_0}\left[-\frac{z e^{-cz}}{c}+\frac{1-e^{-cz}}{c^2}\right]\nonumber\\
&=\frac{Ke^{-S_0}}{c^2}\left[1-(1+cz)e^{-cz}\right].
\end{align}
At $V=2.022$ V,
\begin{align}
S_0&=\frac{4(3.3202)(2)}{3(2.022)}\left[3.1^{3/2}-1.078^{3/2}\right]\nonumber\\
&=4.379\,(5.458-1.119)=19.00,\\
c&=6.568\,(1.761-1.038)=4.745\ {\rm eV^{-1}}.
\end{align}
With $cz=0.949$ the bracket is 0.2455, so
\begin{equation}
J\approx\frac{(1.618\times10^{10})e^{-18.999}(0.2455)}{(4.745)^2}=0.99\ {\rm A/cm^2}.
\end{equation}
The linear expansion is about 1\% below the imposed current.

\textbf{Q.} Why does the last 0.2 nm halve the voltage?

\textbf{A.} At fixed current the exponent is nearly fixed. Keep $S_0$ constant and neglect the slower prefactor. Since $\partial S_0/\partial d=S_0/d$ and
\begin{equation}
-\frac{\partial S_0}{\partial V}=\frac{S_0}{V}-\frac{2ad}{V}\sqrt{\phi-V},
\end{equation}
the slope at 2 nm is
\begin{equation}
\frac{dV}{dd}\approx\frac{19.00/2}{9.40-6.82}\approx3.7\ {\rm V/nm}.
\end{equation}
In the thick-film regime the second term is absent and the slope is $V/d=1.31$ V/nm. At 2 nm a 1\% change of voltage changes the exponent by only about 0.27\%, against 1\% in the thick-film regime, while a 1\% change of thickness at fixed voltage changes it by 1\% in both. The voltage must therefore change by a larger fraction to offset a given fractional change of thickness. Solving (\ref{J}) with the prefactor kept gives 3.9 V/nm at 2 nm. The tabulated average slope from 2.0 to 1.8 nm, 4.8 V/nm, is steeper still.

\section*{Where the belief holds}

\textbf{Q.} So was my picture simply wrong?

\textbf{A.} It fits a stiff voltage source. At a fixed 3 V the model gives 16.7 A/cm$^2$ at 2 nm and $3.9\times10^{-3}$ A/cm$^2$ at 3 nm. The thinner film carries about 4300 times the current, and dissipates that many times the power.

\textbf{Q.} A plasma cannot supply unlimited voltage either. What if the thick film never reaches 10 V?

\textbf{A.} Then the current is no longer fixed. Suppose the ion current is constant and the electron current grows by a Boltzmann factor as the gate becomes more positive. If the two cancel at the open-circuit voltage $V_{\rm oc}$,
\begin{equation}
J_p=J_s\left[1-e^{(V-V_{\rm oc})/T_e}\right],
\end{equation}
with $T_e$ in eV. The operating point satisfies $J(V,d)=J_p(V)$. Because $J-J_p$ rises with $V$ and falls with $d$, the voltage still rises with thickness. The power density $P=VJ_p$ obeys
\begin{equation}
\frac{dP}{dV}=J_s\left[1-\left(1+\frac{V}{T_e}\right)e^{(V-V_{\rm oc})/T_e}\right].
\end{equation}
The bracket decreases steadily with $V$, from a positive value at $V=0$ to a negative one at $V_{\rm oc}$, so there is one maximum. With $y=1+V/T_e$, the condition is $y\,e^{y}=e^{1+V_{\rm oc}/T_e}$. The Lambert function $W$ is defined by $W(x)e^{W(x)}=x$, hence
\begin{equation}
V_m=T_e\left[W\!\left(e^{1+V_{\rm oc}/T_e}\right)-1\right].
\end{equation}

For $J_s=1$ A/cm$^2$, $V_{\rm oc}=8$ V and $T_e=3$ eV, the maximum is 3.16 W/cm$^2$, at $V_m=5.04$ V and $d=3.95$ nm. The power is 0.020 W/cm$^2$ at 8 nm, 2.75 at 5 nm, 2.89 at 3 nm and 1.70 at 2 nm. Thinning from 8 to 5 nm raises it about 140-fold, because the 8 nm film sits near open circuit and passes little current. Thinning below 3.95 nm lowers it. On the first branch thinning raises the power, as you expected. On the second the current still rises, but the voltage falls by a larger factor.

\textbf{Q.} Does less energy per electron mean that the 2 nm film survives longer?

\textbf{A.} Not by itself. Let $g(V)$ be the number of defects created per electron and $N_c(d)$ the defect density at which the film fails. The consumed fraction of life is
\begin{equation}
D=\frac{Jt}{q}\,\frac{g(V)}{N_c(d)} .
\end{equation}
At fixed $Jt$, thinning helps if $g$ falls by a larger factor than $N_c$. As an illustration, not a law of silicon dioxide, let $g\propto V$ and $N_c\propto d$. Then $D\propto V/d=F$: thinning changes nothing in the constant-field regime, and at 2 nm $D$ is $10.1/13.1=0.77$ of its thick-film value. Other laws can reverse the result, so a design decision needs measured $g$ and $N_c$.

\section*{How far to trust the numbers}

\textbf{Q.} How close is this to a real device?

\textbf{A.} The barrier, mass and thicknesses are in the range of silicon dioxide gates, but the stress is severe: the whole ion current is taken as uncompensated by electrons. The field of 13.1 MV/cm is 0.87 of a rough breakdown field of 15 MV/cm, and the passed charge of 1 C/cm$^2$ is a tenth of a rough breakdown charge of 10 C/cm$^2$. Strengths near 10 MV/cm are also quoted for this oxide, below the field found here. Early failure therefore cannot be excluded, and charge trapped during the exposure would shift the voltage; the model describes neither. Charging the gate oxide alone to $F_*$ at 1 A/cm$^2$ would take about 4.5 $\mu$s without leakage; the capacitance of the large collecting conductor lengthens this time.

One large correction is the image force, which rounds and lowers the barrier. With a rough optical permittivity of 2.2 and both electrodes treated as perfect conductors, the voltages at 2, 3 and 8 nm become 0.46, 3.27 and 9.31 V. The 2 nm value drops by 77\% relative to the trapezoidal result, so 2.02 V is not a prediction for a device. The field also ceases to be constant between 3 and 8 nm: $3.27/3$ and $9.31/8$ V/nm are 10.9 and 11.6 MV/cm. If the silicon electrodes respond only as dielectrics of permittivity 11.7, the image charges are weaker and the voltages are 0.86, 3.45 and 9.60 V. If $\phi$ and $m_{\rm ox}$ have been fitted to measured currents with a trapezoidal barrier, part of this correction is already contained in them.

Replacing WKB by the transmission from the Schr\"odinger equation gives 2.14, 4.15 and 10.91 V. Electrodes at 400 K give 1.95, 3.86 and 10.30 V. In each of these three variants, taken one at a time, the voltages at 2, 3 and 8 nm keep their order. The Schr\"odinger result assumes coherent flight through the oxide conduction band; interference then makes the field vary between 13.6 and 13.9 MV/cm from 2.5 to 8 nm.

Two simplifications of the action also matter. Restoring the term $E_\perp(m_e/m_{\rm ox}-1)$ with $m_e=m_0$ gives 2.16, 4.04 and 10.77 V. Replacing the parabolic dispersion by a two-band one, in which the local barrier $y$ becomes $y(1-y/E_g)$ with $E_g=9$ eV and the same mass, gives 0.07, 3.47 and 9.25 V. The order is again kept, but the 2 nm value depends strongly on the dispersion, and a fitted mass should be used only with the dispersion it was fitted for.

The filled depth matters too. With the free-electron mass, $z=0.2$ eV corresponds to about $4\times10^{20}$ electrons per cm$^3$. Bulk silicon with $10^{20}$ electrons per cm$^3$, spread over its six valleys, is filled to only about 0.074 eV. With that depth and the same $K$, the voltages at 2, 3 and 8 nm become 2.61, 4.21 and 11.23 V. At the cathode surface, however, the field accumulates electrons: a semiclassical estimate gives a filled depth of 0.24 to 0.28 eV there, and a further voltage drop of about 0.2 V in the silicon. At the surface field this drop spans roughly 0.5 nm, less than the electron wavelength, so quantisation, neglected here, would change both figures.

The reference level of the barrier matters as well. We counted 3.1 eV from the Fermi level. If it is instead the height above the silicon band edge, then with $z=0.2$ eV the barrier above the Fermi level is 2.9 eV, and the voltages become 1.65, 3.56 and 9.5 V.

In the full-depletion approximation, an n-type gate doped to $10^{20}$ cm$^{-3}$ adds 0.37 V at 2 nm and 0.61 V at 3 and 8 nm. This drop lies outside the oxide but adds to the energy released per electron. A sheet of $10^{12}$ trapped charges per cm$^2$ at mid-oxide shifts the voltage by 0.19 V at 8 nm, where the electrons emerge into the conduction band before they reach it. The trap shifts printed for 2 and 3 nm hold the cathode field fixed; there the electrons tunnel through the sheet, and these values overestimate the shift at fixed current. The numerical output below gives the remaining values.

\textbf{Q.} Then before I say that thinner is worse, I have to ask what the plasma holds fixed.

\textbf{A.} Yes, and then ask how defect creation depends on voltage and how many defects a film of each thickness tolerates. For a given film, the answer to the first question fixes the voltage and the energy per electron. In the defect-counting model used here, the answer to the second, together with the charge passed, decides whether the film lasts. In a real oxide, temperature and defects already present matter too.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough silicon dioxide / silicon values)
barrier 3.1 eV; oxide mass 0.42 m0; filled depth 0.2 eV
ion current 1.0 mA/cm2; antenna ratio 1000
imposed current 1.00 A/cm2; exposure 1.0 s
current prefactor K 1.6183e+10 A/(cm2 eV2)
action constant a 3.3202 nm^-1 eV^-1/2
FIXED CURRENT: anode = mean heat there; oxide = upper limit
d 1.8 nm: V 1.065 V; field 5.92 MV/cm; qV 1.065 eV
  anode 1.003 eV; oxide 0.000 eV; area energy 1.065 J/cm2
d 2.0 nm: V 2.022 V; field 10.11 MV/cm; qV 2.022 eV
  anode 1.961 eV; oxide 0.000 eV; area energy 2.022 J/cm2
d 2.5 nm: V 3.267 V; field 13.07 MV/cm; qV 3.267 eV
  anode 3.212 eV; oxide 0.167 eV; area energy 3.267 J/cm2
d 3.0 nm: V 3.921 V; field 13.07 MV/cm; qV 3.921 eV
  anode 3.865 eV; oxide 0.821 eV; area energy 3.921 J/cm2
d 5.0 nm: V 6.535 V; field 13.07 MV/cm; qV 6.535 eV
  anode 6.480 eV; oxide 3.435 eV; area energy 6.535 J/cm2
d 8.0 nm: V 10.456 V; field 13.07 MV/cm; qV 10.456 eV
  anode 10.401 eV; oxide 7.356 eV; area energy 10.456 J/cm2
Fowler-Nordheim field F* 13.070 MV/cm
V equals barrier at d 2.389 nm
V proportional to d above d 2.525 nm
F* times 2 nm 2.614 V
closed formula, d 2 nm: S0 18.999; c 4.745 /eV; J 0.9892 A/cm2
closed formula, d 8 nm: S0 18.487; c 8.945 /eV; J 1.0108 A/cm2
FIXED 3 V: J(2 nm) 1.667e+01, J(3 nm) 3.905e-03 A/cm2
LIMITED SOURCE: open circuit 8.0 V; electron T 3.0 eV
power peak: d 3.950 nm; V 5.042 V; power 3.161 W/cm2
d 2 nm: V 1.964 V; J 8.663e-01 A/cm2; power 1.7011 W/cm2
d 3 nm: V 3.864 V; J 7.481e-01 A/cm2; power 2.8904 W/cm2
d 5 nm: V 6.270 V; J 4.383e-01 A/cm2; power 2.7479 W/cm2
d 8 nm: V 7.993 V; J 2.483e-03 A/cm2; power 0.0198 W/cm2
NEGLECTED EFFECTS: V re-solved at fixed current
rough inputs: T 400 K; optical permittivity 2.2
static permittivity: oxide 3.9, silicon 11.7
gate doping 1e+20 /cm3; mid-oxide traps 1e+12 /cm2
d 2 nm: exact transmission 2.139 V; warm 1.954 V; image force 0.462 V
  extra gate depletion 0.367 V; trap shift 0.046 V
d 3 nm: exact transmission 4.148 V; warm 3.863 V; image force 3.266 V
  extra gate depletion 0.614 V; trap shift 0.070 V
d 8 nm: exact transmission 10.909 V; warm 10.303 V; image force 9.312 V
  extra gate depletion 0.614 V; trap shift 0.186 V
charging time at F* 4.51 us
rough breakdown: field 15.0 MV/cm; charge 10.0 C/cm2
F*/breakdown field 0.871
passed charge 1.00 C/cm2; fraction of breakdown charge 0.100
\end{verbatim}
